# Ballistic conductance per mode: velocity, density of states and temperature

**Q:** A wire without scattering joins two reservoirs. Fast electrons carry more current than slow ones, so its conductance should depend on the velocity, and hence on the material. Why should it not?

**A:** Let us find the current of one state, then count the states. The channel is uniform or periodic along $x$. Electrons do not interact beyond a static mean potential $U(\mathbf r)$, which includes the crystal and the confinement. A Bloch state on a long length $L$ is $\psi_k=e^{ikx}u_k$, with $\langle u_k|u_k\rangle=1$ and

$$H_ku_k=E(k)u_k,\qquad H_k=\frac{(p_x+\hbar k)^2+p_y^2+p_z^2}{2m_e}+U .$$

Differentiate $E=\langle u_k|H_k|u_k\rangle$. The terms that differentiate $u_k$ add up to $E\,\partial_k\langle u_k|u_k\rangle=0$. What remains is

$$\frac{dE}{dk}=\Big\langle u_k\Big|\frac{\hbar(p_x+\hbar k)}{m_e}\Big|u_k\Big\rangle=\frac{\hbar}{m_e}\langle\psi_k|p_x|\psi_k\rangle .$$

The particle flux through a cross-section is $J(x)=\int dy\,dz\,(\hbar/m_e)\,\mathrm{Im}(\psi_k^*\partial_x\psi_k)$. The density of a stationary state does not change in time, so by continuity $J$ is the same at every $x$. Its integral over $L$ is $LJ=\langle p_x\rangle/m_e$. Therefore

$$J=\frac vL,\qquad v=\frac1\hbar\frac{dE}{dk}.$$

**Q:** That used $p^2/2m_e$. Does it hold for a lattice model, where electrons hop between sites?

**A:** Yes. Close the lattice into a ring of length $L$ and cut it at one place, with sites $l$ to the left of the cut and $r$ to the right. From $i\hbar\dot\psi_r=\sum_jH_{rj}\psi_j$, the flux through the cut is

$$J=\frac2\hbar\,\mathrm{Im}\sum_{r,l}\psi_r^*H_{rl}\psi_l .$$

Now multiply each $H_{rl}$ across the cut by $e^{-i\theta}$, and $H_{lr}$ by $e^{i\theta}$. At $\theta=0$ the energy changes at the rate

$$\frac{dE}{d\theta}=\sum_{r,l}\left(-i\psi_r^*H_{rl}\psi_l+\text{c.c.}\right)=2\,\mathrm{Im}\sum_{r,l}\psi_r^*H_{rl}\psi_l=\hbar J .$$

A change of phase of the site amplitudes spreads $\theta$ evenly round the ring, so that a hop from $x_l$ to $x_j$ carries $e^{-i\theta(x_j-x_l)/L}$. Acting on a Bloch wave, this replaces $k$ by $k+\theta/L$ in the energy. Hence $dE/d\theta=(1/L)\,dE/dk$, and again $J=v/L$.

**Q:** So a faster state does carry more current. My objection stands.

**A:** It stands for one state. A voltage, however, opens a window of energy, and we must ask how many states lie in it. Periodic boundary conditions on $L$ allow $k=2\pi j/L$ with integer $j$. An interval $dk$ then holds $2L\,dk/2\pi$ states, the 2 being for spin. On a branch with $v>0$, $dE=\hbar v\,dk$, so the density of right-moving states per length and energy is

$$g_+(E)=\frac1L\,\frac{2L}{2\pi}\,\frac{dk}{dE}=\frac{2}{2\pi\hbar v}=\frac{2}{hv}.$$

The particle flux carried by filled states in $dE$ is the number of states times the flux of each:

$$(L\,g_+\,dE)\,\frac vL=v\,g_+\,dE=\frac2h\,dE .$$

The velocity has cancelled, and so has the auxiliary length $L$. Fast states are sparse in energy and slow ones are dense.

**Q:** Show me with two materials that really differ.

**A:** Take two model dispersions with effective mass $m=0.07\,m_e$. One is parabolic, $E=\hbar^2k^2/2m$. The other obeys $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=10\ \text{eV}^{-1}$. This value is exaggerated to make the difference visible: in a III-V semiconductor of this mass $\alpha$ is of order $1/E_g$, about $0.65\ \text{eV}^{-1}$, which at 15 meV would lower the velocity by only about 1.4 %. Differentiating the second relation gives $(1+2\alpha E)\,dE/dk=\hbar^2k/m$, hence

$$v=\frac{\hbar k}{m(1+2\alpha E)} .$$

At $E=15$ meV, $\alpha E=0.15$. Compared with the parabola, $k$ is larger by $\sqrt{1.15}=1.072$, and the velocity is multiplied by $1.072/1.30=0.825$. The computed velocities are $2.265\times10^5$ and $2.746\times10^5$ m/s, in this ratio.

For the densities, the allowed $k$ values were counted in a window of 0.2 meV for a length of 0.1 m, which is $10^5$ µm. The parabola has 35230 right-moving states there, so

$$g_+=\frac{35230}{10^5\times0.2}=1.7615\ \text{meV}^{-1}\,\text{µm}^{-1}.$$

The other band has 42706 states, or $2.1353\ \text{meV}^{-1}\,\text{µm}^{-1}$, larger by a factor 1.212. The product of the two ratios is $0.825\times1.212=1.00$. Directly, $h\,v\,g_+$ comes out as 2.0001 and 2.0000.

**Q:** At a band edge $v=0$ and $g_+$ diverges. You are multiplying zero by infinity.

**A:** Then sum over $k$, where nothing diverges. The flux of the filled right-moving states is $2\int v f\,dk/2\pi$, and $v\,dk=dE/\hbar$ holds at $v=0$ too. If $E(k)$ rises and falls several times, split the $k$ axis at its extrema. Each rising piece is one right-moving branch and contributes $(2/h)\int f\,dE$ between its lowest and highest energy. Let $M(E)$ be the number of rising pieces that contain $E$, counted per spin. This is what "number of modes" means here.

**Q:** What decides the filling $f$? With a voltage applied the wire is not in equilibrium.

**A:** The contacts do. Both reservoirs are large and have temperature $T$, with chemical potentials satisfying $\mu_L-\mu_R=eV$. The contacts are assumed reflectionless: an electron reaching the end of the channel enters the reservoir and does not return with its memory intact. A right-moving electron in the channel has then come from the left reservoir, so its state is filled with $f_L$. Left-moving states are filled with $f_R$, where

$$f_{L,R}(E)=\frac{1}{1+e^{(E-\mu_{L,R})/k_BT}} .$$

**Q:** And the left-movers cancel part of the current. Are there equally many of them if $E(k)\ne E(-k)$?

**A:** Yes. A continuous periodic $E(k)$ returns to its starting value after one period, so it crosses a given energy upwards as often as downwards. A parabola, which tends to $+\infty$ on both sides, has the same property. Let $I$ be the magnitude of the electrical current; electrons flow from left to right, so the conventional current points the other way. Subtracting the two fluxes and multiplying by $e$,

$$I=\frac{2e}{h}\int M(E)\,[f_L(E)-f_R(E)]\,dE .$$

At equal chemical potentials it vanishes.

**Q:** I am still uneasy about the filling rule. It looks as if the answer was put in there.

**A:** It can be tested without being assumed. Take two halves of a lattice chain, each in equilibrium at its own chemical potential, join them, and solve the Schrödinger evolution. With the hopping as unit of energy, let $E=-2\cos k-\cos2k$, $k_BT=0.10$ and $\mu=\pm0.20$. One branch is open, so for one spin direction and with $\hbar=1$ the formula gives $0.40/2\pi=0.0637$. The late-time current of the evolution is 0.06367. Here the reservoirs are halves of the same chain, so nothing reflects by construction; the test bears on the filling rule, not on how well a wide contact couples to a narrow channel.

A harder case lies near the top of this band. Its slope $2\sin k\,(1+2\cos k)$ vanishes at $k=0$, at $k=\pi$ and where $\cos k=-1/2$, with energies $-3$, $1$ and $1.5$. Two branches therefore overlap between 1 and 1.5. For $\mu=1.45$ and $1.05$ the evolution gives 0.10523 and the formula 0.10522.

**Q:** Very well. Where is the conductance?

**A:** Put $\mu_{L,R}=\mu\pm eV/2$ and expand for small $V$. Since $f$ depends on $E-\mu$, $\partial f/\partial\mu=-\partial f/\partial E$, and to first order $f_L-f_R=eV(-\partial f/\partial E)$. So

$$G=\frac IV=\frac{2e^2}{h}\int M(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

If $M=1$ wherever $-\partial f/\partial E$ is appreciable, the integral is $f(-\infty)-f(\infty)=1$, and

$$G=\frac{2e^2}{h}=77.48\ \text{µS},$$

or a resistance of 12.906 kΩ. Neither the mass nor the shape of the band appears.

**Q:** The voltage also shifts the bands. Did you forget that?

**A:** A shift $\delta U$ proportional to $V$ changes $M(E)$ to $M(E-\delta U)$. This multiplies $f_L-f_R$, which is already of order $V$, so the correction to $I$ is of second order and drops out of the linear conductance. It can matter when a band edge lies near the window and $eV$ is no longer small compared with $k_BT$.

**Q:** You said "if $M=1$ wherever it is appreciable". Does the result hold at finite temperature or not?

**A:** With a condition. For a branch running from $E_b$ up to $E_t$,

$$G=\frac{2e^2}{h}\int_{E_b}^{E_t}\left(-\frac{\partial f}{\partial E}\right)dE=\frac{2e^2}{h}\,[f(E_b)-f(E_t)] .$$

Temperature smears the window but does not change its total weight. The conductance falls below $2e^2/h$ because part of the window lies outside the branch. Without an upper edge the missing fraction is

$$1-f(E_b)=\frac{1}{1+e^{(\mu-E_b)/k_BT}} ,$$

which is 1 % when $\mu-E_b=k_BT\ln99$. That margin is 1.58 meV at 4 K and 119 meV at 300 K.

**Q:** Give me a channel in which this matters.

**A:** Let the channel have two subbands, with bottoms at 0 and 20 meV, and hold $\mu$ at 15 meV. Each contributes $f$ at its bottom.

- At 4 K, $G/(2e^2/h)=1.000+0.000$, so $G=77.48$ µS.
- At 50 K, the sum is $0.970+0.239=1.209$, so $G=93.65$ µS.
- At 300 K, it is $0.641+0.452=1.093$, so $G=84.68$ µS.

Integration over $k$ gives the same values for both dispersions.

**Q:** The conductance rises and then falls. Is there some scattering hidden in it?

**A:** No. Between 4 and 50 K the upper subband gains 0.239 while the lower one loses 0.030. Between 50 and 300 K the upper gains 0.213 and the lower loses 0.329. At fixed $\mu$ both Fermi factors tend to $1/2$ at high temperature. The fall belongs to this model, which holds only two subbands and a fixed $\mu$. A real confinement has further subbands within reach at 300 K: a third one at 40 meV would add 0.003 at 50 K and 0.275 at 300 K, giving 1.212 and 1.368, so the conductance at 300 K would exceed that at 50 K.

**Q:** Can one band give more than one unit?

**A:** If it has several rising pieces, yes. Each piece starts at a minimum and ends at a maximum, so summing over the pieces of a periodic band gives

$$G=\frac{2e^2}{h}\Big[\sum_{\text{minima}}f-\sum_{\text{maxima}}f\Big].$$

The band $E=-2\cos k-1.6\cos(2k+0.7)$, in hopping units, is not symmetric in $k$. This needs complex hoppings, as from a magnetic flux; a real potential $U$ alone gives a spectrum symmetric in $k$. Its minima are at $-3.507$ and $0.227$, its maxima at $1.224$ and $2.534$. At $\mu=0.7$ both rising pieces are open, and for $k_BT=0.02$ the conductance is 2.0000 units. For $k_BT=0.20$ the Fermi factors give

$$1.000+0.914-0.068-0.000=1.846 ,$$

and the direct sum over $k$ gives 1.8463. At $\mu=-1.5$ and $k_BT=0.02$ one piece is open, and the result is 1.0000.

**Q:** All this is for small voltages. What happens at finite bias?

**A:** The energy integral can be done in closed form, because

$$\frac{d}{dE}\ln\!\left(1+e^{(\mu-E)/k_BT}\right)=-\frac{1}{k_BT}\,\frac{e^{(\mu-E)/k_BT}}{1+e^{(\mu-E)/k_BT}}=-\frac{f}{k_BT} .$$

Above an edge $b$ this gives

$$F(b)=\int_b^\infty(f_L-f_R)\,dE=k_BT\,\ln\frac{1+e^{(\mu_L-b)/k_BT}}{1+e^{(\mu_R-b)/k_BT}} ,$$

and a branch carries $I=(2e/h)[F(E_b)-F(E_t)]$. When $b$ lies many $k_BT$ below both chemical potentials, the ones are negligible and $F(b)\to\mu_L-\mu_R=eV$. If $E_t$ lies far above both, $F(E_t)\to0$. The current is then $(2e^2/h)V$, linear in $V$ although no expansion was made.

In the two-subband channel at 4 K, with the bands held fixed, a bias of 5 mV puts the chemical potentials at 17.5 and 12.5 meV. One open mode carries $77.481\ \text{µS}\times5\ \text{mV}=387.40$ nA. The full result is 387.42 nA; the excess of about 0.02 nA is the thermal tail that reaches the second subband at 20 meV.

**Q:** If nothing scatters in the channel, where does a resistance of 12.9 kΩ come from? A current $I$ at voltage $V$ must dissipate $IV$.

**A:** The heat appears in the reservoirs. An electron that crosses at energy $E$ is replaced on the left at $\mu_L$ and finally settles on the right at $\mu_R$. The left reservoir receives the heat $\mu_L-E$ and the right one $E-\mu_R$. Either may be negative, but their sum is $\mu_L-\mu_R=eV$ for each electron, whatever $E$ is. The current is limited because a channel with few modes accepts, from each reservoir, at most $2/h$ electrons per unit time and energy in each mode. The resistance thus belongs to the connection between wide reservoirs and a narrow channel, and it does not grow with the length of a channel that stays ballistic.

**Q:** When does the result fail, then?

**A:** It can fail when an assumption does. Reflection, in the channel or at its ends, sends part of the incoming flux back. In the joined-chain calculation with $\mu=\pm0.20$, halving the hoppings across the junction lowers the current from 0.06367 to 0.04275, a factor of 0.67. If the spin degeneracy is lifted, each spin-split band has its own edges, and each of its rising pieces contributes up to $e^2/h$. Inelastic scattering that turns electrons back and interactions beyond a mean potential lie outside this derivation. The numerical check covers the flux of a Bloch state, the state counts, the sums over $k$ and the joined chains.

## Calculated quantities

```
Conductance quantum 2e^2/h = 77.4809 microsiemens
Its inverse = 12.9064 kiloohm
Bond flux minus band slope, largest = 1.5e-11 (hopping/hbar)
Effective mass = 0.07 m_e
Chemical potential = 15.0 meV
Subband bottoms = 0.0, 20.0 meV
Nonparabolicity alpha = 10.0 per eV
Counting length = 0.1 m, window = 0.2 meV
parabolic: k at mu = 0.1660 per nm, velocity = 2.7455 x 10^5 m/s
  states counted = 35230, right-moving density = 1.7615 per meV per micrometre
  h * velocity * density = 2.0001 (no unit)
nonparabolic: k at mu = 0.1780 per nm, velocity = 2.2648 x 10^5 m/s
  states counted = 42706, right-moving density = 2.1353 per meV per micrometre
  h * velocity * density = 2.0000 (no unit)
T = 4 K: kT = 0.3447 meV, f at bottoms = 1.00000, 0.00000
  G from k: parabolic 1.00000, nonparabolic 1.00000; formula 1.00000 (2e^2/h)
  G = 77.481 microsiemens; 1 % margin kT ln 99 = 1.584 meV
T = 50 K: kT = 4.3087 meV, f at bottoms = 0.97015, 0.23859
  G from k: parabolic 1.20874, nonparabolic 1.20874; formula 1.20874 (2e^2/h)
  G = 93.654 microsiemens; 1 % margin kT ln 99 = 19.799 meV
T = 300 K: kT = 25.8520 meV, f at bottoms = 0.64112, 0.45180
  G from k: parabolic 1.09292, nonparabolic 1.09292; formula 1.09292 (2e^2/h)
  G = 84.680 microsiemens; 1 % margin kT ln 99 = 118.793 meV
Bias 5.0 mV, 4 K: current from k = 387.423 nA, formula = 387.423 nA
  one fully open mode = 387.405 nA
Lattice band E = -2 cos k - 1.6 cos(2k + 0.7), hopping units
  minima -3.5071, 0.2266; maxima 1.2241, 2.5344
  mu = -1.5, kT = 0.02: G from k = 1.0000, formula = 1.0000 (2e^2/h)
  mu = -1.5, kT = 0.20: G from k = 1.0001, formula = 1.0001 (2e^2/h)
  mu = 0.7, kT = 0.02: G from k = 2.0000, formula = 2.0000 (2e^2/h)
  mu = 0.7, kT = 0.20: G from k = 1.8463, formula = 1.8463 (2e^2/h)
Joined half-chains, E = -2 cos k - cos 2k, kT = 0.10, hopping units
  mu = 0.20 and -0.20: evolved current = 0.06367, formula = 0.06367 (hopping/hbar)
  same with halved junction hoppings = 0.04275 (hopping/hbar)
  mu = 1.45 and 1.05: evolved current = 0.10523, formula = 0.10522 (hopping/hbar)
```
